# Filling time of neutral traps under a constant injected electron current: test program

```python
# Result under test: neutral traps crossed by a constant electron current fill as
#   n(t) = N [1 - exp(-t/tau)],   tau = e / (sigma J)
# when no electron is released.  Symbols:
#   sigma  capture cross section per unit NET electron flux
#   J      electron current density,  e  elementary charge
#   N      trap density,  n  density of filled traps
# The film parameters are rough typical values for a carbon-doped oxide
# low-k dielectric.  Internal units are SI unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)
e = const.e
cm = 1e-2
nm = 1e-9
MV_per_cm = 1e8

sigma = 1e-15 * cm**2
J = 1e-6 / cm**2
trap_density = 5e16 / cm**3
thickness = 100 * nm
permittivity_rel = 2.7
cathode_field = 3.0 * MV_per_cm
breakdown_field = 6.0 * MV_per_cm
trap_depth_eV = 2.5
temperature = 398.0
attempt_rate = 1e13
mass_ratio = 0.5
drift_speed = 1e7 * cm
hot_energy_eV = 2.0


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


tau = e / (sigma * J)

# --- The same time obtained through atomic units, where e = 1
pc = const.physical_constants
a0 = pc["atomic unit of length"][0]
time_au = pc["atomic unit of time"][0]
current_au = pc["atomic unit of current"][0]
sigma_au = sigma / a0**2
J_au = J / (current_au / a0**2)
tau_au = 1 / (sigma_au * J_au)
assert abs(tau_au * time_au / tau - 1) < 1e-7

# --- Monte Carlo from the definition: electrons fall at random on trap discs.
# An electron stops at the first empty trap on its path; a filled trap is inert.
n_traps = 10000
disc_fraction = 2e-6                 # disc area / simulated area
n_electrons = int(2.2 / disc_fraction)
electrons = rng.random((n_electrons, 2))
traps = rng.random((n_traps, 2))     # trap index also orders the depth
tree = cKDTree(electrons, boxsize=1.0)
hit_lists = tree.query_ball_point(traps, np.sqrt(disc_fraction / np.pi))
hits = sorted((i, k) for k, lst in enumerate(hit_lists) for i in lst)
fill_index = np.full(n_traps, np.inf)
last_captured = -1
for i, k in hits:
    if i != last_captured and np.isinf(fill_index[k]):
        fill_index[k] = i + 1
        last_captured = i
coverage = n_traps * disc_fraction
for s in (0.5, 1.0, 2.0):
    empty = np.mean(fill_index > s / disc_fraction)
    p = np.exp(-s)
    # four standard deviations plus the flux lost to traps upstream
    assert abs(empty - p) < 4 * np.sqrt(p * (1 - p) / n_traps) + coverage * s * p
simulated_area = sigma / disc_fraction
rank = int(np.ceil((1 - np.exp(-1)) * n_traps)) - 1
count_at_tau = np.sort(fill_index)[rank]
tau_mc = count_at_tau * e / (J * simulated_area)
assert abs(tau_mc / tau - 1) < 0.07   # about 4 standard deviations + coverage

# --- Direct integration of the capture balance at constant current
times = np.array([10.0, tau, 2 * tau, 3 * tau])
constant = solve_ivp(lambda t, f: sigma * J / e * (1 - f), (0, 3.01 * tau), [0.0],
                     t_eval=times, rtol=1e-10, atol=1e-12)
filled = constant.y[0]
assert np.allclose(filled, 1 - np.exp(-times / tau), atol=1e-7)


# --- With a varying current only the injected charge matters
def varying_J(t):
    return J * (1 + 0.8 * np.sin(2 * np.pi * t / 100.0))


end = 230.0
varied = solve_ivp(lambda t, f: sigma * varying_J(t) / e * (1 - f), (0, end),
                   [0.0], rtol=1e-10, atol=1e-12)
charge = quad(varying_J, 0, end)[0]
assert abs(varied.y[0, -1] - (1 - np.exp(-sigma * charge / e))) < 1e-7
assert abs(varied.y[0, -1] - (1 - np.exp(-end / tau))) > 0.01

# --- Emission changes both the plateau and the relaxation rate
emission = 0.5 / tau
leaky = solve_ivp(lambda t, f: (1 - f) / tau - emission * f, (0, 3.01 * tau),
                  [0.0], t_eval=times, rtol=1e-10, atol=1e-12)
plateau = 1 / (1 + emission * tau)
assert np.allclose(leaky.y[0], plateau * (1 - np.exp(-times * (1 / tau + emission))),
                   atol=1e-7)


# --- Loss of flux through the film, followed layer by layer
def far_side_time(absorbance, layers=40):
    a = absorbance / layers

    def rhs(t, u):
        depth = np.concatenate(([0.0], np.cumsum(a * u)[:-1]))
        return -np.exp(-depth) * (-np.expm1(-a * u)) / a

    def reached(t, u):
        return u[-1] - np.exp(-1)
    reached.terminal = True
    run = solve_ivp(rhs, (0, 6), np.ones(layers), events=reached,
                    rtol=1e-10, atol=1e-12)
    return run.t_events[0][0]


absorbance = sigma * trap_density * thickness
far_ratio = far_side_time(absorbance)
assert 1 < far_ratio < np.exp(absorbance)
assert 1.2 < far_side_time(1.0) < np.exp(1.0)

# --- Collision count: a sphere is struck in proportion to mean speed, not drift
n_points, half, radius = 2_000_000, 0.62, 0.3
pos = rng.uniform(-half, half, (n_points, 3))
vel = rng.normal(size=(n_points, 3))
vel *= 0.25 / np.linalg.norm(vel, axis=1)[:, None]
drift = 0.0625
vel[:, 2] += drift
v2 = np.sum(vel**2, axis=1)
b = np.sum(pos * vel, axis=1)
outside = np.sum(pos**2, axis=1) - radius**2
disc = b**2 - v2 * outside
entry = (-b - np.sqrt(np.maximum(disc, 0))) / v2
struck = np.sum((outside > 0) & (disc > 0) & (entry > 0) & (entry < 1))
density = n_points / (2 * half)**3
counted_ratio = struck / (density * np.pi * radius**2 * drift)
speed_ratio_test = np.mean(np.sqrt(v2)) / drift
assert abs(counted_ratio / speed_ratio_test - 1) < 0.02
hot_speed = np.sqrt(2 * hot_energy_eV * e / (mass_ratio * const.m_e))
speed_ratio = hot_speed / drift_speed

# --- Trapped charge: finite-difference Poisson solution with all traps filled
eps = permittivity_rel * const.epsilon_0
field_rise = e * trap_density * thickness / eps
voltage_rise = e * trap_density * thickness**2 / (2 * eps)
m = 201
h = thickness / (m - 1)
matrix = np.eye(m)
source = np.zeros(m)
for i in range(1, m - 1):
    matrix[i, i - 1:i + 2] = [1, -2, 1]
    source[i] = h**2 * e * trap_density / eps
source[-1] = cathode_field * thickness + voltage_rise
phi = np.linalg.solve(matrix, source)
field_cathode = (-3 * phi[0] + 4 * phi[1] - phi[2]) / (2 * h)
field_anode = (3 * phi[-1] - 4 * phi[-2] + phi[-3]) / (2 * h)
assert abs(field_cathode / cathode_field - 1) < 1e-6
assert abs(field_anode / (cathode_field + field_rise) - 1) < 1e-6
assert field_anode < breakdown_field

# --- Emission from a short-range trap: thermal lift, then triangular tunnelling
mass = mass_ratio * const.m_e


def tunnel_exponent(barrier_eV, field):
    return (4 * np.sqrt(2 * mass) * (barrier_eV * e)**1.5
            / (3 * const.hbar * e * field))


width = trap_depth_eV / field_anode
action = quad(lambda y: np.sqrt(max(0.0, 1 - y)), 0, 1)[0]
action *= 2 * width * np.sqrt(2 * mass * trap_depth_eV * e) / const.hbar
assert abs(action / tunnel_exponent(trap_depth_eV, field_anode) - 1) < 1e-6
kT_eV = const.k * temperature / e


def emission_rate(depth_eV):
    lift = np.linspace(0, depth_eV, 4001)
    exponent = lift / kT_eV + tunnel_exponent(depth_eV - lift, field_anode)
    return attempt_rate * np.exp(-exponent.min())


release = emission_rate(trap_depth_eV)
assert release * tau < 1e-3
critical_depth = brentq(lambda d: np.log(emission_rate(d) * tau / 0.01), 0.3, 2.5)

# --- Layer next to a metal from which a trap can empty within one tau
decay = 2 * np.sqrt(2 * mass * trap_depth_eV * e) / const.hbar
exchange_layer = np.log(attempt_rate * tau) / decay
free_density = J / (e * drift_speed)
assert free_density < 1e-6 * trap_density

print("INPUTS (film values are rough typical ones)")
show("Capture cross section per net flux", sigma / cm**2, "cm^2")
show("Electron current density", J * cm**2 * 1e6, "microampere/cm^2")
show("Elementary charge", e, "C", ".6e")
show("Film thickness", thickness / nm, "nm")
show("Relative permittivity", permittivity_rel, "")
show("Trap density", trap_density * cm**3, "cm^-3")
show("Trap depth", trap_depth_eV, "eV")
show("Temperature", temperature, "K")
show("Cathode field", cathode_field / MV_per_cm, "MV/cm")
show("Rough breakdown field", breakdown_field / MV_per_cm, "MV/cm")
show("Attempt rate", attempt_rate, "s^-1")
show("Effective mass", mass_ratio, "electron masses")
show("Drift speed", drift_speed / cm, "cm/s")
show("Hot-electron energy", hot_energy_eV, "eV")
print("MAIN RESULT")
show("Electron flux", J / e * cm**2, "cm^-2 s^-1")
show("Capture rate of one empty trap", sigma * J / e, "s^-1")
show("Filling time constant", tau, "s", ".2f")
show("Filling time constant, atomic units", tau_au, "hbar/hartree")
show("Time constant from Monte Carlo", tau_mc, "s", ".1f")
show("Injected charge per time constant", J * tau * cm**2 * 1e6, "microC/cm^2")
for name, value in zip(("10 s", "tau", "2 tau", "3 tau"), filled):
    show("Filled fraction at " + name, value, "", ".4f")
show("Filled density at tau", filled[1] * trap_density * cm**3, "cm^-3")
show("Time to fill 90 percent", brentq(
    lambda t: 1 - np.exp(-t / tau) - 0.9, 0, 10 * tau), "s", ".1f")
print("NEGLECTED EFFECTS")
show("sigma N L", absorbance, "")
show("Relative delay at far side", far_ratio - 1, "", ".2e")
show("Anode field rise, all traps filled", field_rise / MV_per_cm, "MV/cm", ".3f")
show("Field rise over cathode field", 100 * field_rise / cathode_field, "%", ".1f")
show("Anode field, all traps filled", field_anode / MV_per_cm, "MV/cm", ".3f")
show("Voltage rise at constant current", voltage_rise, "V", ".3f")
show("Estimated emission rate", release, "s^-1", ".1e")
show("Emission rate times tau", release * tau, "", ".1e")
show("Depth where that product is 0.01", critical_depth, "eV", ".2f")
show("Exchange layer at each electrode", exchange_layer / nm, "nm", ".2f")
show("Two such layers, share of film", 200 * exchange_layer / thickness, "%", ".1f")
show("Free-electron density", free_density * cm**3, "cm^-3", ".2e")
show("Collision test: counted ratio", counted_ratio, "", ".3f")
show("Collision test: mean over drift speed", speed_ratio_test, "", ".3f")
show("Hot-electron speed", hot_speed / cm, "cm/s", ".2e")
show("Hot speed over drift speed", speed_ratio, "", ".1f")
show("Time constant if sigma were microscopic", tau / speed_ratio, "s", ".1f")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (film values are rough typical ones)
Capture cross section per net flux: 1e-15 cm^2
Electron current density: 1 microampere/cm^2
Elementary charge: 1.602177e-19 C
Film thickness: 100 nm
Relative permittivity: 2.7
Trap density: 5e+16 cm^-3
Trap depth: 2.5 eV
Temperature: 398 K
Cathode field: 3 MV/cm
Rough breakdown field: 6 MV/cm
Attempt rate: 1e+13 s^-1
Effective mass: 0.5 electron masses
Drift speed: 1e+07 cm/s
Hot-electron energy: 2 eV
MAIN RESULT
Electron flux: 6.242e+12 cm^-2 s^-1
Capture rate of one empty trap: 0.006242 s^-1
Filling time constant: 160.22 s
Filling time constant, atomic units: 6.624e+18 hbar/hartree
Time constant from Monte Carlo: 156.9 s
Injected charge per time constant: 160.2 microC/cm^2
Filled fraction at 10 s: 0.0605
Filled fraction at tau: 0.6321
Filled fraction at 2 tau: 0.8647
Filled fraction at 3 tau: 0.9502
Filled density at tau: 3.161e+16 cm^-3
Time to fill 90 percent: 368.9 s
NEGLECTED EFFECTS
sigma N L: 0.0005
Relative delay at far side: 3.12e-04
Anode field rise, all traps filled: 0.335 MV/cm
Field rise over cathode field: 11.2 %
Anode field, all traps filled: 3.335 MV/cm
Voltage rise at constant current: 1.675 V
Estimated emission rate: 8.8e-12 s^-1
Emission rate times tau: 1.4e-09
Depth where that product is 0.01: 1.96 eV
Exchange layer at each electrode: 3.06 nm
Two such layers, share of film: 6.1 %
Free-electron density: 6.24e+05 cm^-3
Collision test: counted ratio: 4.074
Collision test: mean over drift speed: 4.083
Hot-electron speed: 1.19e+08 cm/s
Hot speed over drift speed: 11.9
Time constant if sigma were microscopic: 13.5 s
ALL CHECKS PASSED
```
